# Hartree-Fock instabilities by Hessian blocks and noncollinear equilateral H3: verification in Python

```python
"""Hartree-Fock instabilities sorted by blocks of the orbital Hessian.

Result under test: for occupied i,j and virtual a,b the energy change under
exp(sum x_ai a+i - h.c.), x = u + i v, is z.M.z at second order, z = (u, v).
For real orbitals M splits into A+B (real) and A-B (imaginary) parts, and
further by spin. A closed shell has three distinct spatial blocks, with
multiplicities 1 (real singlet), 3 (real triplet) and 4 (imaginary).
A collinear state can be unstable in its spin-flip block; equilateral H3
then has a solution with site spins at 120 degrees, described by one angle.
Energies are in hartree (Eh), distances in angstrom. Orthonormal basis
functions are Loewdin functions; spinors store all alpha, then all beta.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


class System:
    """Integrals of a molecule in an orthonormal spinor basis."""
    def __init__(self, atoms, basis, spin):
        self.mol = gto.M(atom=atoms, basis=basis, spin=spin,
                         unit="Angstrom", verbose=0)
        overlap = self.mol.intor("int1e_ovlp")
        w, vec = np.linalg.eigh(overlap)
        X = vec @ np.diag(w ** -0.5) @ vec.T
        core = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.h = X.T @ core @ X
        self.eri = np.einsum("pqrs,pa,qb,rc,sd->abcd", self.mol.intor("int2e"),
                             X, X, X, X, optimize=True)
        self.n = len(self.h)
        self.enuc = self.mol.energy_nuc()
        one = np.eye(2)
        self.H = np.kron(one, self.h)
        g = np.einsum("ac,bd,prqs->apbqcrds", one, one, self.eri)
        g = g.reshape((2 * self.n,) * 4)
        self.g = (g - g.transpose(0, 1, 3, 2)).astype(complex)

    def fock(self, P):
        return self.H + np.tensordot(self.g, P, axes=([3, 1], [0, 1]))

    def energy(self, occupied):
        P = occupied @ occupied.conj().T
        return self.enuc + 0.5 * np.trace((self.H + self.fock(P)) @ P).real


def gradient_hessian(system, C, nocc):
    """E(z) = E0 + 2 grad.z + z.M.z + ..., z = (Re x, Im x)."""
    O, V = C[:, :nocc], C[:, nocc:]
    F = system.fock(O @ O.conj().T)
    nv = V.shape[1]
    Foo, Fvv, Fvo = O.conj().T @ F @ O, V.conj().T @ F @ V, V.conj().T @ F @ O
    A = (np.einsum("ab,ij->aibj", Fvv, np.eye(nocc))
         - np.einsum("ab,ji->aibj", np.eye(nv), Foo)
         + np.einsum("pqrs,pa,qj,ri,sb->aibj", system.g, V.conj(), O.conj(),
                     O, V, optimize=True))
    B = np.einsum("pqrs,pa,qb,ri,sj->aibj", system.g, V.conj(), V.conj(),
                  O, O, optimize=True)
    A, B = A.reshape(nv * nocc, -1), B.reshape(nv * nocc, -1)
    M = np.block([[A.real + B.real, B.imag - A.imag],
                  [B.imag + A.imag, A.real - B.real]])
    return np.concatenate([Fvo.real.ravel(), Fvo.imag.ravel()]), (M + M.T) / 2


def rotate(C, z, nocc):
    half = len(z) // 2
    x = (z[:half] + 1j * z[half:]).reshape(-1, nocc)
    K = np.zeros(C.shape, complex)
    K[nocc:, :nocc] = x
    K[:nocc, nocc:] = -x.conj().T
    return C @ expm(K)


def minimise(system, C, nocc, allowed):
    """Second-order descent in the allowed rotations; leaves saddle points."""
    energy = system.energy(C[:, :nocc])
    for _ in range(600):
        grad, M = gradient_hessian(system, C, nocc)
        grad, M = grad[allowed], M[np.ix_(allowed, allowed)]
        w, U = np.linalg.eigh(M)
        if np.linalg.norm(grad) < 1e-8:
            if w[0] > -1e-6:
                return C, energy
            step = 0.1 * U[:, 0]
        else:
            step = -U @ ((U.T @ grad) / np.maximum(abs(w), 1e-4))
            step *= min(1.0, 0.4 / np.linalg.norm(step))
        for _ in range(30):
            z = np.zeros(len(allowed))
            z[allowed] = step
            trial = rotate(C, z, nocc)
            new = system.energy(trial[:, :nocc])
            if new <= energy + 1e-12:
                break
            step = step / 2
        C, energy = trial, new
    raise AssertionError("orbital minimisation did not converge")


def closed_shell_blocks(system, C, nocc):
    """Real singlet, real triplet and imaginary blocks, spatial integrals."""
    D = C[:, :nocc] @ C[:, :nocc].T
    F = (system.h + 2 * np.einsum("pqrs,rs->pq", system.eri, D)
         - np.einsum("prqs,rs->pq", system.eri, D))
    F = C.T @ F @ C
    m = np.einsum("pqrs,pa,qb,rc,sd->abcd", system.eri, C, C, C, C,
                  optimize=True)
    o, v = slice(0, nocc), slice(nocc, None)
    nv = len(F) - nocc
    gap = (np.einsum("ab,ij->aibj", F[v, v], np.eye(nocc))
           - np.einsum("ab,ij->aibj", np.eye(nv), F[o, o]))
    direct = m[v, o, v, o]
    ex_a = m[v, v, o, o].transpose(0, 2, 1, 3)
    ex_b = m[v, o, v, o].transpose(0, 3, 2, 1)
    blocks = (gap + 4 * direct - ex_a - ex_b, gap - ex_a - ex_b,
              gap - ex_a + ex_b)
    return [b.reshape(nv * nocc, -1) for b in blocks]


def check_multiplicities(system, C, nocc):
    blocks = closed_shell_blocks(system, C, nocc)
    ev = [np.linalg.eigvalsh(b) for b in blocks]
    expected = np.sort(np.concatenate([ev[0]] + 3 * [ev[1]] + 4 * [ev[2]]))
    one = np.eye(2)
    full = np.hstack([np.kron(one, C[:, :nocc]), np.kron(one, C[:, nocc:])])
    grad, M = gradient_hessian(system, full.astype(complex), 2 * nocc)
    assert np.linalg.norm(grad) < 1e-7
    assert np.allclose(np.linalg.eigvalsh(M), expected, atol=1e-7)
    return blocks, ev, full.astype(complex)


def triangle(R, basis):
    r = R / np.sqrt(3)
    atoms = [("H", (r * np.cos(2 * np.pi * k / 3),
                    r * np.sin(2 * np.pi * k / 3), 0.0)) for k in range(3)]
    return System(atoms, basis, 1)


def collinear(system):
    """Real UHF solution begun from up, up, down on the three atoms."""
    n, per = system.n, system.n // 3
    occ = [0, per, n + 2 * per]
    order = np.array(occ + [p for p in range(2 * n) if p not in occ])
    label = order >= n
    same = (label[3:, None] == label[None, :3]).ravel()
    no = np.zeros_like(same)
    C = np.eye(2 * n, dtype=complex)[:, order]
    C, energy = minimise(system, C, 3, np.concatenate([same, no]))
    grad, M = gradient_hessian(system, C, 3)
    assert np.linalg.norm(grad) < 1e-6
    masks = [np.concatenate(p) for p in
             ((same, no), (no, same), (~same, no), (no, ~same))]
    for i in range(4):
        for j in range(i):
            assert abs(M[np.ix_(masks[i], masks[j])]).max() < 1e-8
    spectra = [np.linalg.eigvalsh(M[np.ix_(k, k)]) for k in masks]
    assert np.allclose(spectra[2], spectra[3], atol=1e-7)
    return C, energy, spectra


def site_spins(system, C):
    """Loewdin polarisation vector (twice the spin) of each atom."""
    P = (C[:, :3] @ C[:, :3].conj().T).reshape(2, system.n, 2, system.n)
    per_function = np.einsum("kts,sptp->pk", PAULI, P).real
    return per_function.reshape(3, -1, 3).sum(axis=1)


def spin_squared(system, C):
    P = C[:, :3] @ C[:, :3].conj().T
    total = 0.0
    for sigma in PAULI:
        s = np.kron(sigma / 2, np.eye(system.n))
        total += (np.trace(P @ s) ** 2 + np.trace(s @ s @ P)
                  - np.trace(P @ s @ P @ s)).real
    return total


def bloch_model(system):
    """Integrals and energy function of the one-angle H3 determinant."""
    k = np.arange(3)
    f0 = np.ones(3, complex) / np.sqrt(3)
    fp = np.exp(2j * np.pi * k / 3) / np.sqrt(3)
    fm = fp.conj()

    def coul(a, b, c, d):
        value = np.einsum("p,q,r,s,pqrs->", a.conj(), b, c.conj(), d,
                          system.eri, optimize=True)
        assert abs(value.imag) < 1e-9
        return value.real
    q = {"h0": (f0.conj() @ system.h @ f0).real,
         "h1": (fp.conj() @ system.h @ fp).real,
         "J00": coul(f0, f0, f0, f0), "J01": coul(f0, f0, fp, fp),
         "J11": coul(fp, fp, fp, fp), "K01": coul(fp, f0, f0, fp),
         "K11": coul(fm, fp, fp, fm), "L": coul(f0, fm, fp, fm)}

    def energy(theta):
        c2, s2 = np.cos(theta) ** 2, np.sin(theta) ** 2
        return (system.enuc + 2 * c2 * q["h0"] + (1 + 2 * s2) * q["h1"]
                + c2 ** 2 * q["J00"] + 2 * c2 * (1 + s2) * q["J01"]
                + s2 * (2 + s2) * q["J11"] - c2 * (1 + 4 * s2) * q["K01"]
                - s2 * q["K11"] - np.sin(2 * theta) * q["L"])

    def spinors(theta):
        c, s = np.cos(theta), np.sin(theta)
        return np.array([np.r_[c * f0, s * fp], np.r_[s * fm, c * f0],
                         np.r_[fp, fm] / np.sqrt(2)]).T
    best = minimize_scalar(energy, bounds=(0, np.pi / 2), method="bounded",
                           options={"xatol": 1e-11})
    return q, energy, spinors, best.x, best.fun


# General complex determinant: derivatives from energies alone.
h3 = triangle(2.0, "sto-3g")
rng = np.random.default_rng(4)
C, _ = np.linalg.qr(rng.normal(size=(6, 6)) + 1j * rng.normal(size=(6, 6)))
grad, M = gradient_hessian(h3, C, 3)
t, worst = 3e-4, 0.0
for _ in range(5):
    z = rng.normal(size=18)
    z /= np.linalg.norm(z)
    em, e0, ep = [h3.energy(rotate(C, a * z, 3)[:, :3]) for a in (-t, 0, t)]
    assert abs((ep - em) / (2 * t) - 2 * grad @ z) < 1e-5
    worst = max(worst, abs((ep + em - 2 * e0) / (2 * t * t) - z @ M @ z))
assert worst < 1e-5
print(f"Hessian vs energy differences, largest error: {worst:.1e} Eh")

# Closed-shell H2: restricted to unrestricted.
print("H2 STO-3G: lambda real singlet, real triplet, imaginary (Eh)")
for R in (0.74, 2.0):
    h2 = System([("H", (0, 0, 0)), ("H", (0, 0, R))], "sto-3g", 0)
    Cs = np.array([[1, 1], [1, -1]]) / np.sqrt(2)
    _, ev, full = check_multiplicities(h2, Cs, 1)
    erhf = h2.energy(full[:, :2])
    if R < 1:
        assert abs(erhf - scf.RHF(h2.mol).kernel()) < 1e-7
    _, elow = minimise(h2, full, 2, np.ones(8, bool))
    assert (ev[1][0] < 0) == (R > 1) and (erhf - elow > 1e-6) == (R > 1)
    print(f"  R={R:.2f} A: {ev[0][0]:.4f} {ev[1][0]:.4f} {ev[2][0]:.4f};"
          f" E(RHF)={erhf:.6f}, lowest determinant={elow:.6f} Eh")

# Carbon atom, real 2px^2 closed shell.
carbon = System([("C", (0, 0, 0))], "sto-3g", 0)
blocks, _, full = check_multiplicities(carbon, np.eye(5), 3)
K = carbon.eri[2, 3, 2, 3]
lam = []
for block, factor in zip(blocks, (0, -4, -2)):
    row = block[2].copy()            # rotation 2px -> 2py
    lam.append(row[2])
    assert abs(row[2] - factor * K) < 1e-8
    row[2] = 0
    assert abs(row).max() < 1e-8     # it is an eigenvector
I5, z5 = np.eye(5), np.zeros(5)
px, py = I5[2], I5[3]


def carbon_energy(up, down):
    cols = [np.r_[I5[0], z5], np.r_[I5[1], z5], np.r_[z5, I5[0]],
            np.r_[z5, I5[1]], up, down]
    return carbon.energy(np.array(cols, complex).T)


e_real = carbon_energy(np.r_[px, z5], np.r_[z5, px])
pc = (px + 1j * py) / np.sqrt(2)
drops = [e_real - carbon_energy(np.r_[pc, z5], np.r_[z5, pc]),
         e_real - carbon_energy(np.r_[px + py, z5] / np.sqrt(2),
                                np.r_[z5, px - py] / np.sqrt(2)),
         e_real - carbon_energy(np.r_[px, z5], np.r_[py, z5])]
assert np.allclose(drops, [K, 2 * K, 3 * K], atol=1e-8)
print(f"C atom STO-3G: E(real 2px^2) = {e_real:.6f} Eh, K = {K:.6f} Eh")
print(f"  lambda(px->py) real singlet  {abs(lam[0]):.6f} Eh (magnitude)")
print(f"  lambda(px->py) real triplet  {lam[1]:.6f} Eh")
print(f"  lambda(px->py) imaginary     {lam[2]:.6f} Eh")
print(f"  lowering, complex restricted {drops[0]:.6f} Eh")
print(f"  lowering, unrestricted MS=0  {drops[1]:.6f} Eh")
print(f"  lowering, parallel spins     {drops[2]:.6f} Eh")

# Equilateral H3 at 2 angstrom.
Cu, eu, spectra = collinear(h3)
flip = spectra[2]
assert flip[0] < -1e-4 and np.sum(abs(flip) < 1e-6) == 1
everything = np.ones(18, bool)
Cg, eg = minimise(h3, Cu, 3, everything)
q, e_theta, spinors, theta, e120 = bloch_model(h3)
for angle in (0.0, 0.3, 0.7, 1.2):
    assert abs(e_theta(angle) - h3.energy(spinors(angle))) < 1e-8
d = 1e-4
assert abs((e_theta(d) - e_theta(-d)) / (2 * d) + 2 * q["L"]) < 1e-6
assert abs(eg - e120) < 1e-8 and eg < eu - 1e-5
occupied = spinors(theta)
left, _, _ = np.linalg.svd(occupied)
gs, _ = gradient_hessian(h3, np.hstack([occupied, left[:, 3:]]), 3)
assert np.linalg.norm(gs) < 1e-6
_, e_real_spinor = minimise(h3, Cu, 3, np.arange(18) < 9)
assert abs(e_real_spinor - eg) < 1e-8
_, Mg = gradient_hessian(h3, Cg, 3)
wg = np.linalg.eigvalsh(Mg)
zero_modes = int(np.sum(abs(wg) < 1e-6))
assert wg[0] > -1e-6 and zero_modes == 3
spins = site_spins(h3, Cg)
length = np.linalg.norm(spins, axis=1)
cosines = (spins @ spins.T / np.outer(length, length))[np.triu_indices(3, 1)]
assert np.allclose(cosines, -0.5, atol=1e-5)
assert np.allclose(length, (1 + 2 * np.sin(2 * theta)) / 3, atol=1e-5)
e_fci = fci.direct_spin1.kernel(h3.h, h3.eri, 3, (2, 1), ecore=h3.enuc)[0]
assert e_fci < eg
print("H3 STO-3G, side 2.0 A; integrals over Bloch orbitals (Eh)")
print(f"  E_nuc={h3.enuc:.6f} h0={q['h0']:.6f} h1={q['h1']:.6f}")
print(f"  J00={q['J00']:.6f} J01={q['J01']:.6f} J11={q['J11']:.6f}")
print(f"  K01={q['K01']:.6f} K11={q['K11']:.6f} L={q['L']:.6f}")
print(f"  collinear UHF energy         {eu:.6f} Eh")
for name, s in zip(("same spin, real", "same spin, imaginary",
                    "spin flip, real", "spin flip, imaginary"), spectra):
    print(f"  lowest lambda, {name:21s}{s[0]:.6f} Eh")
print("  spin-flip spectrum (Eh):", " ".join(f"{w + 0.0:.5f}" for w in flip))
print("  collinear site polarisations:",
      " ".join(f"{s:.4f}" for s in site_spins(h3, Cu)[:, 2]))
print(f"  optimal theta                {np.degrees(theta):.4f} degrees")
print(f"  noncollinear GHF energy      {eg:.6f} Eh")
to_mev = 1000 * physical_constants["Hartree energy in eV"][0]
print(f"  lowering UHF to GHF          {eu - eg:.6f} Eh"
      f" = {(eu - eg) * to_mev:.2f} meV")
print(f"  GHF site polarisation        {length[0]:.4f}")
angles = np.degrees(np.arccos(cosines))
print("  angles between site spins   ",
      " ".join(f"{a:.2f}" for a in angles), "degrees")
print(f"  <S^2>: UHF {spin_squared(h3, Cu):.4f},"
      f" GHF {spin_squared(h3, Cg):.4f} (hbar^2)")
print(f"  GHF zero modes {zero_modes}, next lambda {wg[3]:.6f} Eh")
print(f"  full CI energy, same basis   {e_fci:.6f} Eh")

# Dependence on the side length.
print("H3 STO-3G scan: R(A), E(UHF), E(120 deg), E(followed GHF) in Eh,")
print("  lowest lambda: same real, same imaginary, flip (Eh); theta (deg)")
for R in (1.0, 1.5, 2.0, 2.5, 3.5):
    system = triangle(R, "sto-3g")
    Cr, er, sp = collinear(system)
    _, ef = minimise(system, Cr, 3, everything)
    _, _, _, th, et = bloch_model(system)
    if R >= 2:
        assert abs(ef - et) < 1e-7 and et < er and sp[2][0] < 0
    print(f"  {R:.1f} {er:.6f} {et:.6f} {ef:.6f} | {sp[0][0]:.5f}"
          f" {sp[1][0]:.5f} {sp[2][0]:.5f} | {np.degrees(th):.2f}")
quartet = system.energy(np.eye(6, dtype=complex)[:, :3])
ratio = (quartet - et) / (quartet - er)
assert abs(ratio - 9 / 8) < 0.02
print(f"  classical-spin energy ratio at {R:.1f} A: {ratio:.4f}"
      f" (limit {9 / 8:.4f})")

# Larger basis at 2 angstrom.
big = triangle(2.0, "6-31g")
Cb, eb, sb = collinear(big)
Cn, en = minimise(big, Cb, 3, np.ones(2 * 3 * (2 * big.n - 3), bool))
vb = site_spins(big, Cn)
lb = np.linalg.norm(vb, axis=1)
cb = (vb @ vb.T / np.outer(lb, lb))[np.triu_indices(3, 1)]
assert en < eb - 1e-5 and sb[2][0] < 0 and np.allclose(cb, -0.5, atol=1e-4)
print(f"H3 6-31G, 2.0 A: UHF {eb:.6f}, GHF {en:.6f},"
      f" lowering {eb - en:.6f} Eh")
print(f"  flip lambda {sb[2][0]:.6f} Eh, site polarisation {lb[0]:.4f}")
print("no test failed")
```

It prints:

```
Hessian vs energy differences, largest error: 1.3e-08 Eh
H2 STO-3G: lambda real singlet, real triplet, imaginary (Eh)
  R=0.74 A: 1.1296 0.4048 0.7672; E(RHF)=-1.116759, lowest determinant=-1.116759 Eh
  R=2.00 A: 0.6367 -0.3999 0.1184; E(RHF)=-0.783793, lowest determinant=-0.937213 Eh
C atom STO-3G: E(real 2px^2) = -37.089587 Eh, K = 0.036269 Eh
  lambda(px->py) real singlet  0.000000 Eh (magnitude)
  lambda(px->py) real triplet  -0.145075 Eh
  lambda(px->py) imaginary     -0.072537 Eh
  lowering, complex restricted 0.036269 Eh
  lowering, unrestricted MS=0  0.072537 Eh
  lowering, parallel spins     0.108806 Eh
H3 STO-3G, side 2.0 A; integrals over Bloch orbitals (Eh)
  E_nuc=0.793766 h0=-1.088201 h1=-0.930431
  J00=0.426887 J01=0.431113 J11=0.441570
  K01=0.169386 K11=0.186187 L=0.176441
  collinear UHF energy         -1.397910 Eh
  lowest lambda, same spin, real      0.461575 Eh
  lowest lambda, same spin, imaginary 0.462503 Eh
  lowest lambda, spin flip, real      -0.009143 Eh
  lowest lambda, spin flip, imaginary -0.009143 Eh
  spin-flip spectrum (Eh): -0.00914 0.00000 0.03148 0.52254 0.54770
  collinear site polarisations: 0.9763 0.9763 -0.9526
  optimal theta                35.7693 degrees
  noncollinear GHF energy      -1.400272 Eh
  lowering UHF to GHF          0.002362 Eh = 64.27 meV
  GHF site polarisation        0.9657
  angles between site spins    120.00 120.00 120.00 degrees
  <S^2>: UHF 1.6582, GHF 1.4248 (hbar^2)
  GHF zero modes 3, next lambda 0.014528 Eh
  full CI energy, same basis   -1.407400 Eh
H3 STO-3G scan: R(A), E(UHF), E(120 deg), E(followed GHF) in Eh,
  lowest lambda: same real, same imaginary, flip (Eh); theta (deg)
  1.0 -1.335980 -1.340440 -1.340440 | 0.06452 0.08998 -0.01463 | 10.17
  1.5 -1.391833 -1.398580 -1.398580 | 0.29777 0.30575 -0.02434 | 25.07
  2.0 -1.397910 -1.400272 -1.400272 | 0.46157 0.46250 -0.00914 | 35.77
  2.5 -1.399517 -1.400021 -1.400021 | 0.53592 0.53668 -0.00200 | 41.01
  3.5 -1.399754 -1.399766 -1.399766 | 0.61828 0.61828 -0.00005 | 44.42
  classical-spin energy ratio at 3.5 A: 1.1249 (limit 1.1250)
H3 6-31G, 2.0 A: UHF -1.492049, GHF -1.494380, lowering 0.002331 Eh
  flip lambda -0.008865 Eh, site polarisation 0.9368
no test failed
```
